# Hot-electron attenuation length of gold from two film thicknesses

**Question**

In ballistic-electron emission, a biased tip injects electrons through a vacuum gap into a thin metal film. Some cross the film, surmount the barrier at a metal-semiconductor interface and are collected in the semiconductor. Two gold films on the same n-type semiconductor give the following data at the same tip bias $V=1.2$ V.

| Film | Thickness $d$ | Tip current $I_t$ | Collector current $I_c$ |
|---|---|---|---|
| 1 | 10 nm | 5.0 nA | 40.0 pA |
| 2 | 25 nm | 8.0 nA | 20.0 pA |

The barrier is $\phi=0.8$ eV. Electron energies $E$ are measured from the metal Fermi level, so injected electrons have energies up to $eV=1.2$ eV, with $e>0$. All currents are magnitudes, with background subtracted. Use $T$ for interface transmission and $\Theta$ for temperature. The data are round model values.

Assume at first that electrons travel along the film normal, that a scattered electron is lost from the collected beam, that the loss probability per unit length is $1/\lambda$ at every energy, and that each electron has one attempt at the interface. The injection and the interface are the same for both films.

**(a)** Derive the collected fraction $I_c/I_t$ as a function of $d$.

**Answer.** Let $F(z)$ be the flux of unscattered electrons at depth $z$. In a layer $dz$ a fraction $dz/\lambda$ is lost, so

$$\frac{dF}{dz}=-\frac{F}{\lambda},\qquad \int_{F(0)}^{F(d)}\frac{dF}{F}=-\int_0^d\frac{dz}{\lambda},\qquad F(d)=F(0)\,e^{-d/\lambda}.$$

Let $C$ be the fraction of the tip current injected into states that can be collected. Then $F(0)=CI_t/e$. The interface passes a fraction $T$ of the arriving flux, so $I_c=eT F(d)$ and

$$\frac{I_c}{I_t}=C\,T\,e^{-d/\lambda}. \tag{1}$$

The length $\lambda$ counts every event that removes an electron from the collected beam. If independent inelastic and elastic events both do so, their rates per unit length add: $1/\lambda=1/\lambda_{\rm in}+1/\lambda_{\rm el}$. The measurement therefore gives an attenuation length. If every inelastic event removes an electron, as assumed here, this length is shorter than the inelastic mean free path when elastic losses are present.

**(b)** Find $\lambda$, and show that $T$ does not affect it. What can be learned about $T$?

**Answer.** Write $y_i=I_{c,i}/I_{t,i}$ and $\Delta d=d_2-d_1$. Dividing equation (1) for film 1 by the same equation for film 2 gives

$$\rho\equiv\frac{y_1}{y_2}=\frac{C\,T\,e^{-d_1/\lambda}}{C\,T\,e^{-d_2/\lambda}}=e^{\Delta d/\lambda}.$$

The common factor $CT$ has cancelled. Taking logarithms,

$$\lambda=\frac{\Delta d}{\ln\rho}. \tag{2}$$

Equivalently, $\ln y=\ln(CT)-d/\lambda$ is a straight line in $d$: transmission moves its intercept and leaves its slope alone.

The normalized currents are

$$y_1=\frac{40.0\times10^{-3}\ \text{nA}}{5.0\ \text{nA}}=8.00\times10^{-3},\qquad y_2=\frac{20.0\times10^{-3}\ \text{nA}}{8.0\ \text{nA}}=2.50\times10^{-3}.$$

Hence $\rho=3.20$, $\ln\rho=1.163$, and

$$\lambda=\frac{15\ \text{nm}}{1.163}=12.9\ \text{nm}=129\ \text{Å}.$$

Normalization matters because the tip currents differ. The raw ratio $40/20=2$ would give $15/\ln2=21.6$ nm.

The intercept is $CT=y_1e^{d_1/\lambda}=0.0174$. Since $C\le1$, the central values require $T\ge0.0174$; errors in the data make this bound uncertain too. Beyond that bound it fixes only the product: $T=0.5$ with $C=0.035$ fits as well as $T=0.1$ with $C=0.17$. Two films also determine two unknowns, $\lambda$ and $CT$, without testing the exponential law; a third thickness would be needed for that. As $\rho\to1$ from above, $\lambda\to\infty$. A value $\rho<1$ would give a negative $\lambda$ and would mean that an assumption or a measurement had failed.

**(c)** Each thickness has an independent standard error of 0.5 nm, and each normalized current an independent relative error of 5%. Find the standard error of $\lambda$.

**Answer.** From $\ln\lambda=\ln\Delta d-\ln(\ln\rho)$, small changes obey

$$\frac{\delta\lambda}{\lambda}=\frac{\delta d_2-\delta d_1}{\Delta d}-\frac{1}{\ln\rho}\left(\frac{\delta y_1}{y_1}-\frac{\delta y_2}{y_2}\right).$$

Squaring and averaging removes the cross terms, because the errors are independent. With $1/\ln\rho=\lambda/\Delta d$ and relative current errors $r_1,r_2$,

$$\left(\frac{\sigma_\lambda}{\lambda}\right)^2=\frac{\sigma_{d1}^2+\sigma_{d2}^2}{\Delta d^2}+\left(\frac{\lambda}{\Delta d}\right)^2(r_1^2+r_2^2).$$

The thickness part is $\sqrt2(0.5)/15=4.7\%$. The current part is $\sqrt2(0.05)(12.9/15)=6.1\%$. Together they give $\sqrt{4.7^2+6.1^2}\,\%=7.7\%$, so $\lambda=12.9\pm1.0$ nm.

A thickness offset common to both films cancels in $\Delta d$. A common scale error does not: thicknesses overestimated by 5% give a $\lambda$ overestimated by 5%.

**(d)** Let the transmission depend on energy. Show that any common $T(E)$ still cancels if $\lambda$ is constant. What happens if $\lambda$ also depends on energy?

**Answer.** Let $w(E)\ge0$ be the injected current per unit energy, divided by $I_t$, in states that can be collected. Then

$$y(d)=\int_\phi^{eV}w(E)\,T(E)\,e^{-d/\lambda(E)}\,dE. \tag{3}$$

For constant $\lambda$ the exponential leaves the integral. The remaining integral is the same for both films and cancels, whatever the form of $T(E)$. Image-force lowering of $\phi$, or tunnelling near the barrier top, is covered by the same argument if it is equal in the two samples; for tunnelling, the lower limit of the integral must be extended below $\phi$.

For varying $\lambda(E)$, define the positive weight $p(E)=wTe^{-d_1/\lambda(E)}$. Since $d_2=d_1+\Delta d$,

$$e^{-\Delta d/\lambda_{\rm app}}=\frac{y_2}{y_1}=\frac{\int p(E)\,e^{-\Delta d/\lambda(E)}\,dE}{\int p(E)\,dE}. \tag{4}$$

The right side is a weighted mean of $e^{-\Delta d/\lambda(E)}$. It lies between the extremes of that function, so the apparent length lies between the smallest and largest $\lambda(E)$ in the window. Its place between them depends on $T(E)$, even though $T(E)$ does not depend on thickness.

To size the effect, take $w\propto E-\phi$ and $\lambda(E)=12.9\ \text{nm}\,(eV/E)^2$, a simple model of pure electron-electron scattering. It takes the scattering rate to grow as $E^2$ and neglects the change of electron velocity, about 3% across this window in a free-electron metal with $E_F=5.5$ eV. The length is 12.9 nm at 1.2 eV and $12.9(1.2/0.8)^2=29.0$ nm at 0.8 eV. Integrating (3) numerically for the two films gives:

- constant $T$: $\lambda_{\rm app}=16.7$ nm;
- $T\propto\sqrt{E-\phi}$: $\lambda_{\rm app}=16.1$ nm.

These lie 30% and 25% above the length at the top of the window. The second is shorter for a definite reason. The factor $\sqrt{E-\phi}$ rises with energy, whereas $e^{-\Delta d/\lambda(E)}$ falls here. Weighting a falling function more heavily at high energy lowers its mean, and by (4) a lower mean is a shorter apparent length. Between these two forms of $T(E)$ the result changes by about 0.6 nm, less than the 3 to 4 nm by which both exceed the length at 1.2 eV. Other forms can matter more: by the same argument, a $T(E)$ that falls with energy gives an apparent length above 16.7 nm.

**(e)** Return to constant $\lambda$, but let the interfaces differ, with transmissions $T_1$ and $T_2$. Find the apparent length. Evaluate it for a true length of 12.9 nm when the barrier under film 2 is 10 meV higher, taking $w\propto E-\phi$ and an energy-independent transmission above the barrier.

**Answer.** Now $\rho=(T_1/T_2)e^{\Delta d/\lambda}$. Inserting this in $1/\lambda_{\rm app}=\ln\rho/\Delta d$ gives

$$\frac1{\lambda_{\rm app}}=\frac1\lambda+\frac{\ln(T_1/T_2)}{\Delta d}. \tag{5}$$

A poorer interface under the thicker film looks like extra attenuation. The error in $1/\lambda$ falls as $1/\Delta d$ for a fixed transmission ratio.

The barrier enters through the collected spectrum,

$$\int_\phi^{eV}(E-\phi)\,dE=\tfrac12(eV-\phi)^2.$$

This acts as an effective transmission factor, with

$$\frac{T_1}{T_2}=\left(\frac{0.400}{0.390}\right)^2=1.052,\qquad \ln\frac{T_1}{T_2}=0.0506.$$

Thus $1/\lambda_{\rm app}=(1.163+0.051)/(15\ \text{nm})$ and $\lambda_{\rm app}=12.4$ nm, 4.2% below the true length. Working closer to threshold makes a given mismatch worse, since to first order $\ln(T_1/T_2)\simeq2\,\delta\phi/(eV-\phi)$.

**(f)** Suppose that electrons reflected at the interface can cross back, reflect from the top surface with probability $r$, and try again. Each crossing has survival probability $x=e^{-d/\lambda}$, and $T$ is the same at each attempt. Does $T$ still cancel?

**Answer.** The first attempt contributes $CTx$. Before each further attempt the electron must reflect at the interface, cross back, reflect at the top and cross forward again. This multiplies its contribution by $(1-T)\,x\,r\,x$. Summing the geometric series,

$$y=CTx\sum_{n=0}^{\infty}\left[r(1-T)x^2\right]^n=\frac{CT\,e^{-d/\lambda}}{1-u\,e^{-2d/\lambda}},\qquad u=r(1-T). \tag{6}$$

The ratio for two films now gives

$$\frac{\Delta d}{\lambda_{\rm app}}=\frac{\Delta d}{\lambda}+\ln\frac{1-u\,e^{-2d_2/\lambda}}{1-u\,e^{-2d_1/\lambda}}. \tag{7}$$

The prefactor $T$ has cancelled, but $T$ remains inside $u$. For $u>0$ and $d_2>d_1$ the numerator in the logarithm exceeds the denominator, so $\lambda_{\rm app}<\lambda$: repeated attempts help the thin film more.

Take a true length of 12.9 nm, $r=1$ and $T=0.1$, so $u=0.9$. With $e^{-2d_1/\lambda}=0.212$ and $e^{-2d_2/\lambda}=0.021$, the logarithm is $\ln(0.981/0.809)=0.193$, and

$$\lambda_{\rm app}=\frac{15\ \text{nm}}{1.163+0.193}=11.1\ \text{nm}.$$

The values for $r=1$ are:

| $T$ | $\lambda_{\rm app}$ | Error relative to true $\lambda$ |
|---|---|---|
| 0.1 | 11.1 nm | −14.2% |
| 0.5 | 11.9 nm | −8.0% |
| 0.9 | 12.7 nm | −1.6% |

As a test, the differential equations for the forward and backward fluxes were solved by finite differences, without using exponentials. With $r=0$ the solution returned 12.90 nm for all three transmissions, confirming the cancellation for a single attempt. With $r=0$, 0.5 and 1 it also reproduced equation (6) at both thicknesses.

Two limits restore the cancellation for any value of $T$: $r\to0$, when no electron returns from the top surface, and $e^{-2d_1/\lambda}\to0$, when returning electrons are lost on the way. For films of 30 and 45 nm, with $\Delta d$ unchanged, $T=0.1$ and $r=1$, the error shrinks to −0.7%. The price is signal: without repeated attempts, the 30 nm film passes $e^{-20/12.9}=0.21$ times the current of the 10 nm film.

**(g)** Let electrons cross at angles $\theta$ to the normal. Bound the resulting error. Find the largest collected angle if parallel momentum is conserved, the semiconductor valley is isotropic and at the zone centre with mass $m_s=0.3m$, and the metal is free-electron-like with mass $m$ and Fermi energy $E_F=5.5$ eV above its band bottom.

**Answer.** An oblique path has length $d/\cos\theta$, equivalent to normal travel with attenuation length $\lambda\cos\theta$. The weighted-mean argument of part (d) applies with angle in place of energy. For a spread of angles from zero to $\theta_{\max}$,

$$\lambda\cos\theta_{\max}<\lambda_{\rm app}<\lambda.$$

An electron at $E=eV$ has total wave number $k$ in the metal, where $\hbar^2k^2/2m=E_F+eV$. In the semiconductor its kinetic energy at the barrier top is $eV-\phi$. Motion parallel to the interface cannot use more than this:

$$\frac{\hbar^2k^2\sin^2\theta}{2m_s}\le eV-\phi.$$

Substituting $\hbar^2k^2=2m(E_F+eV)$ gives the critical angle, which is largest at $E=eV$ because $(E-\phi)/(E_F+E)$ rises with $E$:

$$\sin^2\theta_c=\frac{m_s}{m}\,\frac{eV-\phi}{E_F+eV}=0.3\times\frac{0.4}{6.7}=0.0179,\qquad \theta_c=7.7^\circ.$$

For flux spread uniformly over parallel momentum inside this cone, numerical averaging lowers the apparent length by 0.4%. If electrons out to $30^\circ$ are collected, with the same uniform distribution, the reduction is 6.5%. In this free-electron model the one-dimensional treatment is therefore good if the narrow cone applies, and less so if interface scattering relaxes momentum conservation. The single zone-centre valley is also a model: the conduction valleys of silicon lie away from the zone centre, and those that project to nonzero parallel momentum accept electrons travelling off the normal.

**(h)** The collector amplifier has an input offset of 0.1 mV, which puts a small reverse bias on the junction and drives a current through it. Each junction has area $A=1$ mm². Find the effect at 300 K and 200 K if this current is not subtracted. Hold $\phi$, $\lambda$ and the hot-electron currents fixed, and use $m_s=0.3m$.

**Answer.** First find the thermionic saturation current. Let $\varepsilon$ be the energy of normal motion and $\varepsilon_\parallel$ that of parallel motion. Including spin, the carrier flux per unit area and per unit normal energy is

$$\frac{2}{h^3}\,2\pi m_s\int_0^\infty\frac{d\varepsilon_\parallel}{1+e^{(\varepsilon+\varepsilon_\parallel)/k_B\Theta}}=\frac{4\pi m_sk_B\Theta}{h^3}\ln\!\left(1+e^{-\varepsilon/k_B\Theta}\right).$$

Over the barrier, $\varepsilon\ge\phi\gg k_B\Theta$, so the logarithm is close to $e^{-\varepsilon/k_B\Theta}$. Integrating from $\phi$ upwards gives another factor $k_B\Theta$, hence

$$I_s=A\,\frac{4\pi e m_sk_B^2}{h^3}\,\Theta^2e^{-\phi/k_B\Theta}.$$

The net thermionic current is $I=I_s(e^{eU/k_B\Theta}-1)$ at junction voltage $U$, positive for forward bias. Its slope at $U=0$ is $eI_s/k_B\Theta$, so the zero-bias resistance is

$$R_0=\frac{k_B\Theta}{eI_s}.$$

At 300 K, $R_0=2.19\times10^7\ \Omega$. The offset is much smaller than $k_B\Theta/e$, so the linear law applies and the current has magnitude $b=10^{-4}\ \text{V}/R_0=4.6$ pA. Under reverse bias the net thermionic electron flow is from metal to semiconductor, the same direction as the hot electrons, so $b$ adds to both collector currents:

$$\rho'=\frac{(40.0+4.6)/5.0}{(20.0+4.6)/8.0}=2.90,\qquad \lambda_{\rm app}=\frac{15\ \text{nm}}{\ln 2.90}=14.1\ \text{nm}.$$

The result is 9% too long for this model mass, which gives a Richardson constant of 36 A cm⁻² K⁻². The offset current scales with that constant: 112 A cm⁻² K⁻², a value often used for n-type silicon, gives $b=14$ pA and a length 25% too long. An equal added current does not cancel as an equal factor does: for $b>0$ and $I_{c,1}>I_{c,2}$ it brings the ratio of collector currents closer to one.

At 200 K, $R_0=1.7\times10^{14}\ \Omega$ and $b=5.8\times10^{-7}$ pA, which is negligible here. Cooling removes this error in the thermionic model; leakage along other paths would need its own measurement.

**(i)** How far should the 12.9 nm be trusted as a property of real gold?

**Answer.** Nanoampere tip currents, picoampere collector currents, a barrier near 0.8 eV and gold films of 10 to 25 nm are roughly typical of such experiments. Attenuation lengths for gold about 1 eV above the Fermi level are roughly ten to a few tens of nanometres, so the model result lies in a realistic range, towards its short end.

Real films depart from the assumption of a single $\lambda$, because electron-electron scattering strengthens with energy. If 12.9 nm is the extracted length, the model of part (d) gives a length at 1.2 eV of 9.8 nm for constant $T$ and 10.3 nm for $T\propto\sqrt{E-\phi}$. The extracted length is then 31% or 26% above the value at 1.2 eV, more than the 7.7% measurement error. These figures assume that all loss is electron-electron scattering and that $w\propto E-\phi$. For constant $T$, the excess falls to 12% if half the loss rate at 1.2 eV is independent of energy, and to 6% if three quarters is. An injected spectrum weighted by an extra factor $e^{(E-eV)/0.25\,\text{eV}}$ lowers the 31% to 23%. Repeated attempts act in the opposite direction. If 12.9 nm is the extracted length and $r=1$, equation (7) gives true lengths of 16.9, 14.3 and 13.1 nm for $T=0.1$, 0.5 and 0.9, so the extracted value is 24%, 10% or 2% too short. These shifts were calculated separately and should not simply be added.

Two further limits are not included in these numbers. Gold films often grow with a [111] axis along the normal, and published band structures of gold show a gap in that direction at these energies. The electrons must then travel obliquely, so the free-electron cone of part (g) does not describe such films, and the attenuation length along the path is longer than the one measured along the normal. Also, some scattered electrons keep enough energy to cross the barrier, so not every scattering event need remove an electron from the collected current. If phase space alone sets the final energies, an electron-electron event at 1.2 eV leaves on average $2(0.4/1.2)^2=0.22$ electrons above the 0.8 eV barrier. Averaged over the window with $w\propto E-\phi$, the number is 0.13. In the model of part (d) with constant $T$ and 9.8 nm at 1.2 eV, the apparent length rises from 12.9 nm to 15.2 nm if all of these electrons continue along the normal and are collected, and to 13.1 nm if only a tenth do.
 The value is best reported as an effective attenuation length for the stated bias and thicknesses.

## Numbers as computed

```
film thicknesses: 10 and 25 nm
tip currents: 5.0 and 8.0 nA
collector currents: 40.0 and 20.0 pA
tip bias 1.2 V, barrier 0.8 eV
metal Fermi energy 5.5 eV, semiconductor mass 0.3 m_e
normalized currents: 8.000e-03 and 2.500e-03
ratio rho: 3.200, ln rho: 1.1632
attenuation length: 12.90 nm = 129 angstrom
intercept C*T at zero thickness: 0.0174
wrong length, tip currents ignored: 21.64 nm
assumed errors: 0.5 nm per film, 5 % per current
relative error from thickness: 4.7 %
relative error from currents: 6.1 %
standard error of length: 0.99 nm
standard deviation by sampling: 1.00 nm
Length returned by the two-film formula, true length as above:
T=0.1, single attempt (flux solver): 12.90 nm (-0.0 %)
T=0.1, repeated attempts, r=1: 11.06 nm (-14.2 %)
T=0.5, single attempt (flux solver): 12.90 nm (-0.0 %)
T=0.5, repeated attempts, r=1: 11.86 nm (-8.0 %)
T=0.9, single attempt (flux solver): 12.90 nm (-0.0 %)
T=0.9, repeated attempts, r=1: 12.68 nm (-1.6 %)
T=0.1, r=1, films 30 and 45 nm: 12.81 nm (-0.7 %)
energy-dependent length: 12.90 nm at 1.2 eV, 29.02 nm at 0.8 eV
energy-dependent length, flat T(E): 16.74 nm (+29.8 %)
energy-dependent length, square-root T(E): 16.09 nm (+24.8 %)
barrier mismatch 10 meV, T1/T2 = 1.0519
barrier higher under thick film: 12.36 nm (-4.2 %)
critical angle: 7.69 degrees
oblique paths, critical cone: 12.84 nm (-0.4 %)
oblique paths, 30 degree cone: 12.06 nm (-6.5 %)
junction area 1.0 mm2, offset 0.1 mV
300 K: zero-bias resistance 2.19e+07 ohm, offset current 4.56e+00 pA
300 K, offset not subtracted: 14.08 nm (+9.1 %)
200 K: zero-bias resistance 1.72e+14 ohm, offset current 5.80e-07 pA
200 K, offset not subtracted: 12.90 nm (+0.0 %)
```
